# Equilibrium gas pressures from one potential per element

An ideal-gas mixture at fixed temperature $T$ and total pressure $P$ contains many molecular species built from a few elements. Let species $i$ contain $a_{ei}$ atoms of element $e$, and let $\tau=k_BT$. At equilibrium every partial pressure has the form

$$p_i=p^\circ\exp\left[\frac{\sum_e a_{ei}\lambda_e-\mu_i^\circ}{\tau}\right], \qquad (1)$$

where $\mu_i^\circ(T)$ is the chemical potential of pure species $i$ at the reference pressure $p^\circ$. The numbers $\lambda_e$, the element potentials, are common to all species. A gas of seven species made of nitrogen and hydrogen therefore has two unknowns, not seven.

The result holds under these conditions. The gas is a single ideal phase of neutral species, each containing at least one atom. The amounts $n_i\ge0$ are limited by the conservation of atoms alone,

$$\sum_i a_{ei}n_i=b_e , \qquad (2)$$

with $b_e$ the amount of element $e$ supplied. Finally, at least one composition allowed by (2) has every $n_i>0$. The need for this last condition is shown below by a case that violates it. Amounts are numbers of particles, so that chemical potentials are energies per particle.

With $N=\sum_i n_i$ and $x_i=n_i/N$, the partial pressure is $p_i=x_iP$, and the Gibbs energy is

$$G=\sum_i n_i\left[\mu_i^\circ+\tau\ln\frac{x_iP}{p^\circ}\right]. \qquad (3)$$

A minimum exists. Each species contains some element, so $n_i\le b_e/a_{ei}$ for that element, and the allowed set is closed and bounded. On it $G$ is continuous, because $n\ln n\to0$ as $n\to0$, and $N$ cannot vanish while atoms are present.

No species is missing at the minimum. Suppose that a minimising composition $\bar n$ lacked the species of a set $Z$. Let $m$ be an allowed composition with every amount positive. The mixture $(1-\epsilon)\bar n+\epsilon m$ is also allowed, since (2) is linear. The species in $Z$ then have amounts $\epsilon m_i$ and contribute

$$\sum_{i\in Z}\epsilon m_i\left[\mu_i^\circ+\tau\ln\frac{\epsilon m_iP}{Np^\circ}\right]
=\tau\,\epsilon\ln\epsilon\sum_{i\in Z}m_i+O(\epsilon).$$

The terms of the species already present are smooth in $\epsilon$ and change by $O(\epsilon)$. For small $\epsilon$ the negative term $\epsilon\ln\epsilon$ outweighs all of these, so $G$ falls, which contradicts the assumption. Physically, the mixing entropy per molecule of a new species grows without bound as its mole fraction tends to zero, and so outweighs any finite energy cost. This treats the amounts as continuous, which requires a gas large enough to hold many molecules of every species.

The minimum can therefore be found by differentiation. Varying $n_k$ changes its own logarithm and, through $N$, all the others:

$$\frac{\partial}{\partial n_k}\sum_i n_i\ln\frac{n_i}{N}
=\ln\frac{n_k}{N}+\sum_i n_i\left(\frac{\delta_{ik}}{n_i}-\frac1N\right)
=\ln x_k+1-1 .$$

The two unit terms cancel, and

$$\mu_k\equiv\frac{\partial G}{\partial n_k}=\mu_k^\circ+\tau\ln\frac{x_kP}{p^\circ}. \qquad (4)$$

An allowed small change $v_i$ of the amounts satisfies $\sum_i a_{ei}v_i=0$ for each element. Since all $n_i$ are positive, both $v$ and $-v$ are permitted, so a minimum requires $\sum_i\mu_iv_i=0$ for every such $v$. The vector of the $\mu_i$ is thus orthogonal to every vector that is orthogonal to all rows of $a$. By linear algebra it is a combination of those rows:

$$\mu_i=\sum_e a_{ei}\lambda_e . \qquad (5)$$

The coefficients are the Lagrange multipliers of (2). Equating (4) and (5), and solving for $p_i=x_iP$, gives (1). If the rows of $a$ are linearly independent, the $\lambda_e$ are unique. If not, different sets of $\lambda_e$ give the same sums in (5), and the pressures are unaffected.

The potentials follow from the total pressure and the element ratios,

$$\sum_ip_i=P,\qquad
\frac{\sum_i a_{ei}p_i}{\sum_i a_{fi}p_i}=\frac{b_e}{b_f}, \qquad (6)$$

where $f$ is one chosen element and $e$ runs over the others. These are as many equations as elements. The amount of gas then follows from $N=b_e/\sum_i a_{ei}x_i$.

Equations (6) are also sufficient. Let $x_i^*=p_i^*/P$ come from pressures of the form (1) that obey (6), and let $n$ be any allowed composition. By (2) and (5),

$$\sum_e\lambda_eb_e=\sum_i n_i\sum_e a_{ei}\lambda_e
=\sum_i n_i\left[\mu_i^\circ+\tau\ln\frac{x_i^*P}{p^\circ}\right].$$

Subtracting this from (3) removes the standard potentials and the pressure:

$$G(n)-\sum_e\lambda_eb_e=\tau N\sum_i x_i\ln\frac{x_i}{x_i^*}. \qquad (7)$$

The right side cannot be negative. From $\ln u\le u-1$ with $u=x_i^*/x_i$,

$$\sum_i x_i\ln\frac{x_i}{x_i^*}\ge\sum_{x_i>0}(x_i-x_i^*)
=1-\sum_{x_i>0}x_i^*\ge0 .$$

Equality requires $x_i=x_i^*$ for every species, and $N$ is then fixed by $b_e$. The solution is therefore the unique global minimum, and

$$G_{\min}=\sum_e\lambda_eb_e . \qquad (8)$$

The potentials also respond smoothly to the feed when the rows of $a$ are independent. To see this, ask whether a small change $\delta\lambda_e$ could leave (6) satisfied to first order. Put $u_i=\sum_e a_{ei}\delta\lambda_e$, so that $\delta p_i=p_iu_i/\tau$. Fixed total pressure gives $\sum_ip_iu_i=0$. Fixed element ratios give $\sum_i a_{ei}\delta p_i=c\sum_i a_{ei}p_i$ with one constant $c$ for all $e$. Multiplying by $\delta\lambda_e$ and summing over $e$ yields

$$\frac1\tau\sum_ip_iu_i^2=c\sum_ip_iu_i=0 .$$

Every $p_i$ is positive, so every $u_i$ vanishes, and with independent rows every $\delta\lambda_e$ vanishes too. The linearised equations are nonsingular, and the implicit function theorem makes $\lambda_e$ a smooth function of the $b_e$.

This gives the potentials their meaning. When the supply changes, (5) and (2) give

$$dG_{\min}=\sum_i\mu_i\,dn_i=\sum_e\lambda_e\sum_i a_{ei}\,dn_i=\sum_e\lambda_e\,db_e , \qquad (9)$$

so $\lambda_e=\partial G_{\min}/\partial b_e$ is the Gibbs energy of adding one atom of element $e$ to the equilibrated gas, in whatever molecules it ends up. Differentiating (8) and subtracting (9) leaves

$$\sum_e b_e\,d\lambda_e=0\qquad(T,P\ \text{fixed}). \qquad (10)$$

With two elements, one potential can rise only if the other falls.

Three consequences of (1) follow directly. First, for a reaction with coefficients $\nu_i$ that conserves atoms, $\sum_i a_{ei}\nu_i=0$, the potentials cancel:

$$\prod_i\left(\frac{p_i}{p^\circ}\right)^{\nu_i}=\exp\left[-\frac{\sum_i\nu_i\mu_i^\circ}{\tau}\right].$$

This is the law of mass action, obtained for all reactions together without choosing a set of them. Secondly, if each $\mu_i^\circ$ is shifted by $\sum_e a_{ei}c_e$, then $\lambda_e$ shifts by $c_e$ and no pressure changes. The energy zero of each element is arbitrary, but it must be the same in all species. Thirdly, when the feed changes at fixed $T$ and $P$, dividing (1) for the two feeds gives

$$\frac{p_i'}{p_i}=\prod_e f_e^{\,a_{ei}},\qquad f_e=e^{(\lambda_e'-\lambda_e)/\tau}. \qquad (11)$$

One factor per atom accounts for the change of every species.

The potentials also decide whether a solid can grow. Let a pure solid have Gibbs energy $g_s$ per formula unit, which contains $c_e$ atoms of element $e$. If $n_s$ units form, the total is $n_sg_s+G_{\min}(b_e-c_en_s)$. By (9) its slope at $n_s=0$ is $g_s-\sum_ec_e\lambda_e$. The solid lowers the Gibbs energy when $\sum_ec_e\lambda_e>g_s$, and the excess is the driving force per formula unit. In coexistence the two sides are equal, which adds one equation for the potentials. The gas considered below has no solid in contact with it.

Ammonia serves as a nitrogen source in the growth of nitrides. Take the species N$_2$, H$_2$, NH$_3$, NH$_2$, NH, N and H at 1300 K and 0.2 bar, with $p^\circ=1$ bar. Feed A is one NH$_3$ with two H$_2$, so $b_N=1$ and $b_H=7$; feed B is pure NH$_3$, with $b_N=1$ and $b_H=3$. Energies are in hartree ($E_h$), and $\tau=0.00411686\,E_h$.

The standard potentials come from statistical mechanics. For $n$ independent molecules with single-molecule partition function $q$, the free energy is $-\tau\ln(q^n/n!)\simeq-\tau n[\ln(q/n)+1]$. Its derivative with respect to $n$ is $-\tau\ln(q/n)$. Since $q$ is proportional to the volume $V$, and $V/n=\tau/p^\circ$ at the reference pressure,

$$\mu^\circ=E-\tau\ln\left[\left(\frac{m\tau}{2\pi}\right)^{3/2}\frac{\tau}{p^\circ}\,q_{\rm rot}\,q_{\rm vib}\,g\right]$$

in atomic units. Here $E$ is the electronic energy, $m$ the mass and $g$ the spin degeneracy of the ground electronic level. Vibrations of frequency $\omega$ are harmonic, and each contributes the geometric sum $e^{-\omega/2\tau}/(1-e^{-\omega/\tau})$. Rotation is classical. A linear molecule with moment of inertia $I$ and symmetry number $\sigma$ has

$$q_{\rm rot}=\frac1\sigma\int_0^\infty(2J+1)e^{-J(J+1)/2I\tau}\,dJ=\frac{2I\tau}{\sigma}.$$

For a nonlinear molecule the orientations give $8\pi^2$, the three angular momenta give $\prod_k\sqrt{2\pi I_k\tau}$, and division by $(2\pi)^3\sigma$ leaves $(\sqrt\pi/\sigma)\prod_k\sqrt{2I_k\tau}$. Nuclear spin is omitted. In this classical limit it multiplies $q$ by one constant factor per atom, which is a shift of the elemental energy zeros and changes no pressure.

The energies are frozen-core MP2 values in the cc-pVTZ basis, with unrestricted orbitals for open shells; the single electron of H needs no correlation treatment. Geometries and frequencies are from Hartree–Fock theory in the 6-31G(d) basis. No correction is made for correlation beyond MP2, core correlation, basis-set error, anharmonicity, the tunnelling of ammonia, relativity or excited electronic states. The pressures in the table were found by minimising (3) numerically with Newton's method, after N$_2$ and H$_2$ had been eliminated through (2).

| Species | $\mu^\circ$ ($E_h$) | $p$, feed A (bar) | $p$, feed B (bar) |
|---|---|---|---|
| N$_2$ | −109.450012 | 0.0250 | 0.0500 |
| H$_2$ | −1.225272 | 0.1750 | 0.1500 |
| NH$_3$ | −56.521132 | 4.53e−7 | 5.08e−7 |
| NH$_2$ | −55.854631 | 2.25e−12 | 2.73e−12 |
| NH | −55.206351 | 9.34e−16 | 1.22e−15 |
| N | −54.577386 | 4.23e−17 | 5.98e−17 |
| H | −0.561475 | 1.68e−6 | 1.55e−6 |

Large energies nearly cancel in (1), so $\mu^\circ$ is given to six decimals, which keeps the effect of its rounding on the pressures below 0.1%. These decimals do not express the accuracy of the molecular model.

Nearly all atoms are in N$_2$ and H$_2$, so the potentials can be found by hand. Feed A gives 0.5 N$_2$ and 3.5 H$_2$ per nitrogen atom, hence pressures of $0.2\times0.5/4=0.025$ bar and $0.2\times3.5/4=0.175$ bar. Applying (5) to these two molecules,

$$\lambda_N=\tfrac12\left[-109.450012+0.00411686\ln0.025\right]=-54.732599\,E_h,$$

$$\lambda_H=\tfrac12\left[-1.225272+0.00411686\ln0.175\right]=-0.616224\,E_h .$$

All other pressures now follow. For ammonia the numerator of the exponent in (1) is

$$-54.732599+3(-0.616224)+56.521132=-0.060139\,E_h .$$

Division by $\tau$ gives $-14.608$, and $e^{-14.608}$ is $4.53\times10^{-7}$, the pressure in bar. For atomic nitrogen the numerator is $-54.732599+54.577386=-0.155213\,E_h$, the exponent is $-37.70$, and the pressure is $4.23\times10^{-17}$ bar. The same two potentials thus serve species whose pressures differ by more than fifteen orders of magnitude.

The computed amount of gas for feed A is 4.000008 particles per nitrogen atom, slightly above 4. Each H atom formed from H$_2$ adds half a particle, and each NH$_3$ formed from N$_2$ and H$_2$ removes one. An amount is $p_iN/P=20p_i$ with $p_i$ in bar, so the change is $20(\tfrac12\times1.68-0.45)\times10^{-6}=8\times10^{-6}$. The sign belongs to the model, which overestimates H and underestimates NH$_3$ as shown below; in the real gas ammonia outweighs atomic hydrogen and the amount lies slightly below 4.

Changing to feed B raises $\lambda_N$ to $-54.731172\,E_h$ and lowers $\lambda_H$ to $-0.616541\,E_h$. The changes are $+0.001427$ and $-0.000317\,E_h$, opposite in sign as (10) requires. Their ratio has magnitude 4.5, between the values $b_H/b_N=3$ and 7 at the two ends. The factors in (11) are $f_N=1.414$ and $f_H=0.926$. They are the square roots of the pressure ratios of the diatomic molecules, $\sqrt{0.050/0.025}$ and $\sqrt{0.150/0.175}$. Ammonia changes by $1.414\times0.926^3=1.12$.

The ammonia pressure therefore rises although the feed holds less hydrogen per nitrogen. While N$_2$ and H$_2$ dominate, let $y$ be the mole fraction of H$_2$. Then (1) gives $p_{{\rm NH}_3}\propto(1-y)^{1/2}y^{3/2}$. Setting the derivative of the logarithm to zero,

$$\frac{3}{2y}-\frac{1}{2(1-y)}=0,\qquad y=\frac34 .$$

This is the composition reached by decomposing pure ammonia, so feed B gives the largest equilibrium ammonia pressure at this $T$ and $P$, within this limit. Even so, in this model the fraction of the ammonia that survives is $5.08\times10^{-7}\times2/0.2=5\times10^{-6}$, with two gas particles per nitrogen atom.

The same limit gives the dependence on total pressure. At fixed feed and temperature, the pressures of N$_2$ and H$_2$ are proportional to $P$. Each potential then contains $\tfrac\tau2\ln P$, and (1) gives $p_i\propto P^{(a_{Ni}+a_{Hi})/2}$. Ammonia varies as $P^2$ and the free atoms as $P^{1/2}$. Lower pressure thus favours atoms over ammonia.

The exponential also magnifies errors in the molecular data. Raising the energy of NH$_3$ by $0.001\,E_h$ leaves the potentials practically unchanged, since ammonia is a trace species, and multiplies its pressure by $e^{-0.001/0.00411686}=0.784$. Multiplying all vibrational frequencies by 0.9, as a trial, raises the ammonia pressure by a factor of 1.76. Most of this comes from zero-point energy. The values for NH$_3$, N$_2$ and H$_2$ are 0.036972, 0.006290 and 0.010584 $E_h$, so forming one NH$_3$ costs

$$0.036972-\tfrac12(0.006290)-\tfrac32(0.010584)=0.017951\,E_h .$$

A tenth of this, divided by $\tau$, is 0.436, and $e^{0.436}=1.55$. The remaining factor, $1.76/1.55=1.14$, comes from the thermal population of the vibrations.

Classical rotation has a smaller effect. For H$_2$, an explicit sum over rotational levels, with nuclear-spin weights 1/4 for even and 3/4 for odd $J$, exceeds $2I\tau/\sigma$ by 2.35%. Correcting H$_2$ alone would lower the ammonia pressure by the factor $1.0235^{-3/2}=0.966$. The actual errors of the model are larger than these trials. Its electronic dissociation energy of H$_2$ is $0.1650\,E_h$ against an accurate value near $0.1745\,E_h$; half the shortfall, divided by $\tau$, makes the H pressure about three times too high. Tabulated thermochemical data at 1300 K give for feed A about $1.4\times10^{-6}$ bar of NH$_3$ and $5\times10^{-7}$ bar of H, which reverses the order of these two species, and for feed B a surviving ammonia fraction near $1.6\times10^{-5}$. The table thus illustrates the law with a stated molecular model; its NH$_3$ and H pressures are wrong by about a factor of three, while the ratios between feeds and the dependence on $P$ do not depend on these errors.

The condition that every species can be present is essential. Keep only N$_2$ and NH$_3$, and supply $b_N=1$ and $b_H=3-\delta$. Conservation alone fixes the amounts:

$$n_{{\rm NH}_3}=1-\frac\delta3,\qquad
n_{{\rm N}_2}=\frac12\left(1-n_{{\rm NH}_3}\right)=\frac\delta6 .$$

The total is $1-\delta/6$, so $x_{{\rm N}_2}=\delta/(6-\delta)$, and (5) applied to N$_2$ gives

$$\lambda_N=\frac12\left[\mu_{{\rm N}_2}^\circ+\tau\ln\left(\frac{P}{p^\circ}\,\frac{\delta}{6-\delta}\right)\right].$$

For small $\delta$, each tenfold reduction lowers $\lambda_N$ by $(\tau/2)\ln10=0.004740\,E_h$. Solving (6) by Newton's method at $\delta=10^{-2}$ and $10^{-3}$ gives a drop of $0.004743\,E_h$; the small excess comes from the factor $6-\delta$. At $\delta=0$ a minimum still exists, namely pure ammonia, but N$_2$ is absent, and no finite potential can make an exponential vanish. The sum $\lambda_N+3\lambda_H$, which fixes the ammonia pressure, stays finite because $\lambda_H$ rises by a third of the fall in $\lambda_N$. Feed B has the same ratio H:N = 3 but no such difficulty, since H$_2$ and H can hold the hydrogen left over when N$_2$ and the other species with H:N below 3 form, so all seven amounts can be positive.

A real reactor adds a different limitation. Equation (1) assumes that every reaction conserving atoms has time to reach equilibrium. If ammonia passes through the hot zone without decomposing, its pressure can greatly exceed the values above. If slow reactions leave another linear combination of the amounts unchanged, that combination adds one row to (2). The derivation then proceeds as before, provided a composition with all amounts positive still exists, and the exponent gains one further potential. The number of potentials counts the independent quantities that the reactions conserve, and this equals the number of elements when atoms are all that is conserved and the rows of $a$ are independent.
